\section*{Unequal-mass transition dipole and muon decay to electron and photon, part 1}

(Sections cited here and not found follow in the second part.)

\section{The dipole and the interactions that produce it}

Q: A muon and an electron have the same charge. If neutrinos mix, why can a muon not emit a photon and become an electron through an ordinary charge coupling, with a $\gamma^\mu$ vertex? I see no reason to expect a magnetic type of coupling in particular.

A: Current conservation forbids the charge coupling when the masses differ. I use $\hbar=c=1$, metric $(+,-,-,-)$, $e>0$, and lepton charge $Q=-1$ in units of $e$. The muon has momentum $p$ and mass $m_\mu$, the electron $p'$ and $m_e$, and the photon $q=p-p'$. Let $P_{R,L}=(1\pm\gamma_5)/2$. After the Dirac equation is used, the vertex between the spinors $\bar u_e(p')$ and $u_\mu(p)$ can be written with three vector structures, each with two chiral coefficients:
\begin{align}
\Gamma^\mu={}&\gamma^\mu(f_LP_L+f_RP_R)+i\sigma^{\mu\nu}q_\nu(A_RP_R+A_LP_L)\nonumber\\
&+q^\mu(h_RP_R+h_LP_L),
\end{align}
where $\sigma^{\mu\nu}=\frac{i}{2}[\gamma^\mu,\gamma^\nu]$. A term in $p^\mu+p'^\mu$ is not independent, as the Gordon identity below shows.

Contract with $q_\mu$. The dipole term vanishes because $\sigma^{\mu\nu}$ is antisymmetric. The last term gives $q^2$, which is zero for a real photon; the coefficients $h$ have no pole there, since no massless particle connects the photon to the transition. What remains is $\bar u_e\slashed q(f_LP_L+f_RP_R)u_\mu$. With $\slashed pP_L=P_R\slashed p$, $\slashed pu_\mu=m_\mu u_\mu$ and $\bar u_e\slashed p'=m_e\bar u_e$, conservation requires
\begin{equation}
m_\mu f_L-m_ef_R=0,\qquad m_\mu f_R-m_ef_L=0,
\end{equation}
from the coefficients of $P_R$ and $P_L$. Eliminating $f_R$ gives $(m_\mu^2-m_e^2)f_L=0$, and similarly for $f_R$. Both vanish for unequal masses. With equal masses the equations would allow $f_L=f_R$, which is the ordinary electric charge.

The amplitude for a real photon of polarization $\varepsilon$, with $q\cdot\varepsilon=0$, is then
\begin{equation}
\mathcal M=\bar u_e\,i\sigma^{\mu\nu}\varepsilon_\mu q_\nu(A_RP_R+A_LP_L)u_\mu .\label{dip}
\end{equation}
I take $\varepsilon$ real, as for linear polarization. The term $A_R$ turns a right-handed muon field into a left-handed electron field, and $A_L$ does the reverse. A dipole therefore needs a chirality flip.

Q: A loop diagram will give you a mixture of $\slashed\varepsilon$ and $p\cdot\varepsilon$ terms. How do you read off a dipole from that, especially if the $\slashed\varepsilon$ terms diverge?

A: I need only the $p\cdot\varepsilon$ terms. Since $q\cdot\varepsilon=0$, the matrices $\slashed q$ and $\slashed\varepsilon$ anticommute, so
\begin{equation}
i\sigma^{\mu\nu}\varepsilon_\mu q_\nu=-\tfrac12[\slashed\varepsilon,\slashed q]=\slashed q\slashed\varepsilon .
\end{equation}
Put $\slashed q=\slashed p-\slashed p'$ and move $\slashed p$ to the right with $\slashed p\slashed\varepsilon=2p\cdot\varepsilon-\slashed\varepsilon\slashed p$. Between the spinors,
\begin{equation}
\slashed q\slashed\varepsilon P_R=2p\cdot\varepsilon P_R-\slashed\varepsilon(m_\mu P_L+m_eP_R).\label{gor}
\end{equation}
This is the Gordon identity for unequal masses; interchange of $L$ and $R$ gives the other one. The first term contains the dipole coefficient twice over, so $A_R$ is half the coefficient of $p\cdot\varepsilon\,P_R$. Gauge invariance fixes the accompanying $\slashed\varepsilon$ terms.

Diagrams in which an external lepton emits the photon do not contribute to $p\cdot\varepsilon$. If the muon first changes into an off-shell electron, the self-energy has the form $\slashed p(a_LP_L+a_RP_R)+b_LP_L+b_RP_R$. Acting on $u_\mu(p)$, it becomes a combination of constants times $P_L$ and $P_R$. The numerator $\slashed p+m_e$ of the electron propagator can likewise be reduced on $u_\mu(p)$. The diagram is then $\bar u_e\slashed\varepsilon$ times chiral constants times $u_\mu$. Emission before the change of flavour works in the same way from the left. These diagrams complete the cancellation of $f_L$ and $f_R$, and they can be ignored once gauge invariance is secured.

Q: Before computing $A_R$, show me that it determines the rate. There could be interference between $A_R$ and $A_L$, and your polarization sum needs care.

A: The current in (\ref{dip}) obeys $q_\mu J^\mu=0$, so the sum over two physical polarizations may use $-g_{\mu\nu}$. Also
\begin{equation}
i\sigma^{\mu\nu}q_\nu=\slashed q\gamma^\mu-q^\mu .
\end{equation}
Dropping the last term does not change the sum: its cross terms contain $q\cdot J=0$ and its square contains $q^2=0$. With $A=A_RP_R+A_LP_L$ and $\bar A=A_R^*P_L+A_L^*P_R$,
\begin{equation}
\sum|\mathcal M|^2=-\mathrm{Tr}\left[(\slashed p'+m_e)\slashed q\gamma^\mu A(\slashed p+m_\mu)\bar A\gamma_\mu\slashed q\right].
\end{equation}
The interference comes with $m_\mu$ in the middle. It contains $\gamma^\mu P_{R,L}\gamma_\mu=4P_{L,R}$ between two factors $\slashed q$, and hence $q^2=0$. In the remaining part $\gamma^\mu\slashed p\gamma_\mu=-2\slashed p$ and $\slashed q\slashed p\slashed q=2(p\cdot q)\slashed q$. The $m_e$ term has an odd number of Dirac matrices. A chiral projector halves the trace of two matrices, so $\mathrm{Tr}[\slashed p'\slashed qP_{R,L}]=2p'\cdot q$ and
\begin{equation}
\sum|\mathcal M|^2=8(p\cdot q)(p'\cdot q)(|A_R|^2+|A_L|^2).
\end{equation}
Squaring $p'=p-q$ and $p=p'+q$ gives $p\cdot q=p'\cdot q=(m_\mu^2-m_e^2)/2$. Averaging over two muon spins yields $(m_\mu^2-m_e^2)^2(|A_R|^2+|A_L|^2)$.

For phase space, the momentum delta function leaves
\begin{equation}
\frac1{2m_\mu}\frac{4\pi}{16\pi^2}\int\frac{\omega^2d\omega}{E_e\omega}\,\delta(m_\mu-\omega-E_e)=\frac{\omega}{8\pi m_\mu^2},
\end{equation}
because the derivative of $\omega+E_e$ with respect to $\omega$ is $1+\omega/E_e=m_\mu/E_e$. With $\omega=(m_\mu^2-m_e^2)/(2m_\mu)$,
\begin{equation}
\Gamma(\mu\to e\gamma)=\frac{(m_\mu^2-m_e^2)^3}{16\pi m_\mu^3}(|A_R|^2+|A_L|^2).\label{gamma}
\end{equation}

Q: Now you need a $W$ loop. In a general gauge there are mixed diagrams in which the photon converts a $W$ into a Goldstone boson. Their signs are a nuisance. Can you avoid them without cheating?

A: Yes, by a gauge fixing that respects electromagnetism. Let $V_\mu$ annihilate a $W^-$ and let $\phi$ be its Goldstone partner. Both have charge $Q$, so $D_\mu=\partial_\mu+ieQA_\mu$ acts on both. Write $M$ for the $W$ mass. The charged part of the Higgs kinetic term is $|MV_\mu+D_\mu\phi|^2$, with a suitable phase of $\phi$; terms with the neutral Higgs and $Z$ fields are not needed here. I add
\begin{equation}
\mathcal L_{\rm gf}=-|D^\mu V_\mu-M\phi|^2 .\label{gf}
\end{equation}
The mixed terms are
\begin{equation}
M\left[V^{\dagger\mu}D_\mu\phi+(D_\mu V^\mu)^\dagger\phi\right]+\text{h.c.}=M\partial_\mu(V^{\dagger\mu}\phi)+\text{h.c.}
\end{equation}
They form a total derivative, including the part with one photon. The photon--$W$--Goldstone vertex is gone. Ghosts do not couple to leptons and do not enter this one-loop transition. Since (\ref{gf}) is invariant under electromagnetic gauge transformations, the current conservation used at the start holds.

Q: The $W$ also has a magnetic moment. Where does its coefficient come from?

A: It has two equal contributions. The first is in the kinetic term. Expand $-\frac12|D_\mu V_\nu-D_\nu V_\mu|^2$ and integrate its cross term by parts:
\begin{align}
&-(D_\mu V_\nu)^\dagger D^\mu V^\nu-V_\nu^\dagger D_\mu D^\nu V^\mu\nonumber\\
&=-(D_\mu V_\nu)^\dagger D^\mu V^\nu+|D\cdot V|^2+ieQF_{\mu\nu}V^{\dagger\mu}V^\nu .
\end{align}
Here $D_\mu D^\nu=D^\nu D_\mu+[D_\mu,D^\nu]$ and $[D_\mu,D_\nu]=ieQF_{\mu\nu}$ were used. The sign of the last term follows from the antisymmetry of $F$.

The second contribution is the non-Abelian one. With $D_\mu=\partial_\mu+igT^aW^a_\mu$, the field matrix is $(T^+V^\dagger+T^-V)/\sqrt2+T^3W^3$, and $[T^+,T^-]=2T^3$. Thus $W^3_{\mu\nu}$ contains $ig(V_\mu^\dagger V_\nu-V_\nu^\dagger V_\mu)$. The cross term in $-\frac14W^3_{\mu\nu}W^{3\mu\nu}$ is
\begin{equation}
-ig(\partial^\mu W^{3\nu}-\partial^\nu W^{3\mu})V_\mu^\dagger V_\nu .
\end{equation}
The photon part of $gW^3$ is $eA$, and $Q=-1$, so this equals $ieQF^{\mu\nu}V_\mu^\dagger V_\nu$, the same as the first contribution. The gauge-fixing term cancels $|D\cdot V|^2$. Altogether,
\begin{align}
\mathcal L={}&-(D_\mu V_\nu)^\dagger D^\mu V^\nu+M^2V_\mu^\dagger V^\mu+2ieQF_{\mu\nu}V^{\dagger\mu}V^\nu\nonumber\\
&+|D_\mu\phi|^2-M^2|\phi|^2 .\label{lag}
\end{align}
Each component of $V$ now propagates like a scalar of mass $M$, apart from the magnetic coupling.

Let a boson enter with momentum $k$ and leave with $k'=k-q$. The scalar vertex is $-ieQ(k+k')\cdot\varepsilon$. The vector kinetic term has the opposite sign and a factor $g_{\alpha\beta}$. For the outgoing photon $F_{\mu\nu}=i(q_\mu\varepsilon_\nu-q_\nu\varepsilon_\mu)$, so the magnetic term gives $i\cdot2ieQ\cdot i=-2ieQ$. The full vector vertex is
\begin{equation}
ieQ\left[g_{\alpha\beta}(k+k')\cdot\varepsilon-2(q_\alpha\varepsilon_\beta-q_\beta\varepsilon_\alpha)\right],\label{vvert}
\end{equation}
where $\alpha$ belongs to the outgoing boson and $\beta$ to the incoming one.

Q: And the Goldstone coupling to leptons? I would not accept it from memory.

A: It follows from weak gauge invariance. Let $\nu_i$ be Dirac neutrinos of mass $m_i$, and let $U_{\ell i}$ be the mixing matrix. After absorbing a sign in $V$ and $\phi$, the weak coupling is
\begin{equation}
\frac g{\sqrt2}U_{\ell i}\,\bar\ell\gamma^\alpha P_L\nu_iV_\alpha+\text{h.c.}
\end{equation}
Under a small charged gauge change, $\delta V_\alpha=\partial_\alpha\omega$ and $\delta\phi=-M\omega$ at lowest order in the fields. The kinetic terms require $\delta\ell_L=i(g/\sqrt2)U_{\ell i}\omega\nu_{iL}$ and $\delta\nu_{iL}=i(g/\sqrt2)U_{\ell i}^*\omega^*\ell_L$. The mass terms $-m_\ell\bar\ell\ell-m_i\bar\nu_i\nu_i$ then change by
\begin{equation}
\frac{ig}{\sqrt2}U_{\ell i}\,\omega\,\bar\ell(m_iP_R-m_\ell P_L)\nu_i
\end{equation}
plus the conjugate. The Goldstone coupling must cancel this when $\phi$ changes by $-M\omega$. It is
\begin{equation}
\frac{ig}{\sqrt2M}U_{\ell i}\,\bar\ell(m_iP_R-m_\ell P_L)\nu_i\phi+\text{h.c.}\label{gold}
\end{equation}
The Goldstone boson thus carries the explicit dependence on the neutrino mass into the vertices. The neutrino propagator carries the rest.

\section{The loop, the mixing sum and the decay rate}

The first half used charge $Q=-1$, momenta $p=p'+q$, and a photon with $q^2=q\cdot\varepsilon=0$. The dipole coefficient $A_R$ is half the coefficient of $p\cdot\varepsilon\,P_R$ in the amplitude, $A_L$ likewise for $P_L$, and they give the width (\ref{gamma}). In the chosen gauge the photon attaches to a $W$ of mass $M$ by (\ref{vvert}) or to a Goldstone boson, whose lepton coupling is (\ref{gold}). The neutrino masses are $m_i$. I now define
\begin{equation}
x_i=\frac{m_i^2}{M^2},\qquad\lambda_i=U_{ei}U_{\mu i}^* .
\end{equation}

Q: Put the two loops together with their relative sign visible. A wrong sign there would leave something that still looks reasonable.

A: Let the neutrino momentum be $\ell=p-k$, and define
\begin{equation}
\mathcal D=(\ell^2-m_i^2)(k^2-M^2)(k'^2-M^2).
\end{equation}
In the $W$ loop, two weak vertices and the neutrino propagator supply $i^3$, and two $W$ propagators supply $(-i)^2$. Their product is $i$; multiplied by $ieQ$ from the photon vertex, it gives $-eQ$. In the Goldstone loop, the weak vertices contain $i(i)=-1$ and $i(-i)=+1$. The three propagators give $i^3=-i$ and the photon vertex gives $-ieQ$. Their total product is $+eQ$. Both loops are therefore contained in
\begin{equation}
i\mathcal M=-eQ\frac{g^2}{2}\sum_i\lambda_i\int\frac{d^4k}{(2\pi)^4}\frac{N_W+N_\phi}{\mathcal D}.\label{loop}
\end{equation}
With $\gamma^\alpha\slashed\ell\gamma_\alpha=-2\slashed\ell$, the $W$ numerator between spinors is
\begin{equation}
N_W=\left[-2(k+k')\cdot\varepsilon\,\slashed\ell-2(\slashed q\slashed\ell\slashed\varepsilon-\slashed\varepsilon\slashed\ell\slashed q)\right]P_L .
\end{equation}
The Goldstone chirality product is
\begin{align}
&(m_iP_R-m_eP_L)(\slashed\ell+m_i)(m_iP_L-m_\mu P_R)\nonumber\\
&=m_i^2(\slashed\ell P_L-m_\mu P_R-m_eP_L)+m_em_\mu\slashed\ell P_R .
\end{align}
I drop the last term: its $p\cdot\varepsilon$ part has three powers of charged-lepton masses and is of higher order in those masses divided by $M$. Hence
\begin{equation}
N_\phi=-x_i(k+k')\cdot\varepsilon\,(\slashed\ell P_L-m_\mu P_R-m_eP_L).
\end{equation}

Q: The term with two loop momenta is logarithmically divergent. Why may you keep only the finite part?

A: The divergence multiplies $\slashed\varepsilon$. To see this, use the Feynman formula
\begin{equation}
\frac1{D_1D_2D_3}=2\int\frac{da\,db\,dc\,\delta(1-a-b-c)}{(aD_1+bD_2+cD_3)^3},
\end{equation}
with weights $a$, $b$ for the boson lines of momentum $k$, $k'$ and $c$ for the neutrino. All weights are non-negative. Set $k=K+bq+cp$. The denominator becomes $(K^2-\Delta)^3$, where
\begin{equation}
\Delta=M^2(1-c+cx_i)-c(1-c)m_\mu^2+2bc\,p\cdot q .
\end{equation}
The last two terms are smaller than the $W$ term by a factor of order $m_\mu^2/M^2$, even near $c=1$, because $b\le1-c$. I neglect them. In dimensional regularization the shift is allowed. Terms odd in $K$ vanish, and $K^\alpha K^\beta$ becomes proportional to $g^{\alpha\beta}$. The product $(K\cdot\varepsilon)\slashed K$ therefore gives $\slashed\varepsilon$ alone. The terms with $p\cdot\varepsilon$ have no $K$ in the numerator and converge.

The $W$ and Goldstone loops are now combined in (\ref{loop}) with their relative sign fixed, and the divergence is confined to $\slashed\varepsilon$ terms that the dipole does not need. It remains to reduce the convergent $p\cdot\varepsilon$ terms, carry out the sum over neutrinos, and obtain the branching ratio.
